# Step Response and Delay of an Open-Ended RC Word Line

**Q.** A word line in a memory array is a wire with hundreds of transistor gates hanging on it. Why should its voltage obey a diffusion equation and not a wave equation?

**A.** Because in the regime considered here resistance, not inductance, limits the current. Take a uniform line of length $\ell$, with total series resistance $R$ and total capacitance $C$ to ground. Per unit length these are $r=R/\ell$ and $c=C/\ell$. I neglect inductance and leakage and take $c$ to be independent of voltage; each assumption will need a size later.

Let $x$ run from the driver to the far end, and let the current $I(x,t)$ be positive away from the driver. Ohm's law on an element $dx$ gives $V(x+dx)-V(x)=-rI\,dx$. The current lost between its two ends charges its capacitance: $I(x)-I(x+dx)=c\,dx\,\partial_tV$. Hence

$$
\frac{\partial V}{\partial x}=-rI,\qquad
\frac{\partial I}{\partial x}=-c\frac{\partial V}{\partial t}.
$$

Differentiate the first equation and insert the second. The two minus signs cancel:

$$
\frac{\partial^2V}{\partial x^2}=rc\,\frac{\partial V}{\partial t}.
$$

An ideal driver raises the near end from zero to $V_0$ at $t=0$. No current leaves the open far end, so $\partial_xV=0$ there. Define $\xi=x/\ell$, $v=V/V_0$ and $\tau=t/(RC)$. Since $rc\,\ell^2=RC$, the problem becomes

$$
v_\tau=v_{\xi\xi},\quad v(0,\tau)=1,\quad v_\xi(1,\tau)=0,\quad v(\xi,0)=0,
$$

where subscripts denote derivatives. No parameter is left, so every delay is a pure number times $RC$.

**Q.** At the driven corner the initial condition says zero and the boundary condition says one. Does that jump leave room for more than one solution?

**A.** Not among solutions of finite energy that approach the initial state in the mean-square sense. Let $u$ be the difference of two of them. It obeys the same equation with $u(0,\tau)=0$, $u_\xi(1,\tau)=0$ and zero initial data. Multiply by $u$ and integrate by parts:

$$
\frac{d}{d\tau}\int_0^1\frac{u^2}{2}\,d\xi
=\big[u\,u_\xi\big]_0^1-\int_0^1u_\xi^2\,d\xi
=-\int_0^1u_\xi^2\,d\xi\le0.
$$

The integral on the left starts at zero, cannot be negative and cannot grow. Thus $u=0$. The jump does make the initial driver current infinite in this model; a real driver's resistance removes that infinity.

**Q.** Then solve it. The boundary value of one looks awkward for separation of variables.

**A.** Work with the shortfall $w=1-v$. It obeys $w_\tau=w_{\xi\xi}$ with $w(0,\tau)=0$, $w_\xi(1,\tau)=0$ and $w(\xi,0)=1$. Put $w=X(\xi)S(\tau)$ and divide by $XS$:

$$
\frac{S'}{S}=\frac{X''}{X}=-k^2.
$$

The constant is negative because multiplying $X''=-k^2X$ by $X$ and integrating gives $k^2\int X^2d\xi=\int X'^2d\xi>0$. The condition at $\xi=0$ selects $X=\sin k\xi$. The open end requires $k\cos k=0$, so

$$
k_n=\frac{(2n+1)\pi}{2},\qquad n=0,1,2,\ldots
$$

These sines form a complete set for this boundary-value problem. For $m\ne n$,

$$
\int_0^1\sin k_m\xi\,\sin k_n\xi\,d\xi
=\frac{\sin(k_m-k_n)}{2(k_m-k_n)}-\frac{\sin(k_m+k_n)}{2(k_m+k_n)}=0,
$$

because $k_m\pm k_n$ are integer multiples of $\pi$. For $m=n$ the integral is $\frac12-\sin(2k_n)/(4k_n)=\frac12$. Expanding the initial value 1 therefore gives coefficients

$$
b_n=2\int_0^1\sin k_n\xi\,d\xi=\frac{2(1-\cos k_n)}{k_n}=\frac2{k_n}.
$$

The solution is

$$
v(\xi,\tau)=1-\sum_{n=0}^{\infty}\frac{2}{k_n}\sin(k_n\xi)\,e^{-k_n^2\tau}.
$$

At the far end $\sin k_n=(-1)^n$, and hence

$$
v(1,\tau)=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}
e^{-(2n+1)^2\pi^2\tau/4}.
$$

**Q.** When does the far end reach half the step? An infinite series does not give me a delay.

**A.** Set $v(1,\tau)=\frac12$ and write $q=e^{-\pi^2\tau/4}$. The condition is

$$
q-\frac{q^9}{3}+\frac{q^{25}}5-\cdots=\frac\pi8 .
$$

The powers rise so fast that the first term nearly suffices. With $q=\pi/8$,

$$
\tau_{50}\simeq\frac4{\pi^2}\ln\frac8\pi=0.37882 .
$$

To find the error, retain the second term. Then $q\simeq(\pi/8)+\frac13(\pi/8)^9$, a relative increase of $\frac13(\pi/8)^8$. Since $\tau=-(4/\pi^2)\ln q$, the delay changes by

$$
\Delta\tau\simeq-\frac{4}{3\pi^2}\left(\frac\pi8\right)^8=-7.6\times10^{-5}.
$$

A numerical root search on the series with 200 modes gives $\tau_{50}=0.37875$. Thus $t_{50}=0.379\,RC$, and the one-mode formula is high by about 0.02% of this delay.

**Q.** The series has alternating signs. How do you know that the far end does not overshoot or cross one half several times?

**A.** Use the Laplace transform, with $s$ conjugate to $\tau$. The zero initial condition gives $\hat v''=s\hat v$, with $\hat v(0)=1/s$ and $\hat v'(1)=0$. Therefore

$$
\hat v(\xi,s)=\frac{\cosh[\sqrt s\,(1-\xi)]}{s\cosh\sqrt s}.
$$

The far-end impulse response is $h(\tau)=dv(1,\tau)/d\tau$. Differentiation multiplies the transform by $s$, so

$$
H(s)=\frac1{\cosh\sqrt s}
=\prod_{n=0}^{\infty}\frac1{1+s/k_n^2}.
$$

This is the standard infinite product for $\cosh z$, which has zeros at $z=\pm ik_n$ and the value 1 at $z=0$. Each factor is the transform of $k_n^2e^{-k_n^2\tau}$, a positive function of unit area. A product of transforms is a convolution in time, and convolving positive functions gives no negative values. In the limit of all factors, $h\ge0$.

The voltage therefore never falls. It cannot be flat over an interval either: for $\tau>0$ the modal series is analytic in time, so a flat piece would make it constant throughout. It rises strictly from 0 to 1 and crosses one half once.

**Q.** Near $\tau=0$ many modes matter. What does the far end do then?

**A.** Expand the same transform in decaying exponentials:

$$
\frac1{\cosh\sqrt s}=\frac{2e^{-\sqrt s}}{1+e^{-2\sqrt s}}
=2\sum_{n=0}^{\infty}(-1)^ne^{-(2n+1)\sqrt s}.
$$

Divide by $s$ to return to the step response. The inverse transform of $e^{-a\sqrt s}/s$ is $\operatorname{erfc}[a/(2\sqrt\tau)]$, so

$$
v(1,\tau)=2\sum_{n=0}^{\infty}(-1)^n
\operatorname{erfc}\!\left(\frac{2n+1}{2\sqrt\tau}\right).
$$

The leading term is twice the response at the same distance on an infinitely long line. The open end supplies an equal image contribution, which doubles the voltage. Using $\operatorname{erfc}z\simeq e^{-z^2}/(z\sqrt\pi)$ for large $z$,

$$
v(1,\tau)\simeq4\sqrt{\frac\tau\pi}\,e^{-1/(4\tau)}\qquad(\tau\ll1).
$$

There is no sharp arrival time, but the early signal is exponentially small. The full series gives 0.3% of the step at $0.05\,RC$, 5% at $0.1\,RC$ and 23% at $0.2\,RC$. The leading formula is already 9% too high at the first of these times and 27% too high at the last.

**Q.** Circuit designers also quote an Elmore delay. Is that another estimate of the half-voltage time?

**A.** It is a different quantity: the mean time of the impulse response. Integration by parts turns it into the area of the shortfall. Since $h=-w_\tau$ at the far end,

$$
\int_0^\infty\tau h\,d\tau
=-\big[\tau w\big]_0^\infty+\int_0^\infty w\,d\tau
=\int_0^\infty w\,d\tau .
$$

The boundary term vanishes because $w$ decays exponentially. Define $T(\xi)=\int_0^\infty w(\xi,\tau)\,d\tau$ for every position. Integrate the diffusion equation over time:

$$
T''=\int_0^\infty w_\tau\,d\tau=w(\xi,\infty)-w(\xi,0)=-1.
$$

The boundary conditions are $T(0)=0$ and $T'(1)=0$. One integration gives $T'=1-\xi$, and the next gives

$$
T(\xi)=\xi-\frac{\xi^2}{2},\qquad T(1)=\frac12 .
$$

Thus the far-end Elmore delay is $RC/2$, without truncating a series. The slope $1-\xi$ has a direct meaning: each piece of resistance carries the charge for all capacitance beyond it.

**Q.** Why is the mean so much later than the half-voltage time?

**A.** Compare two areas. Split the shortfall integral at $\tau_{50}$, and use $w=1-v$ before that time:

$$
\frac12=\tau_{50}-\int_0^{\tau_{50}}v\,d\tau+\int_{\tau_{50}}^\infty w\,d\tau .
$$

After $\tau_{50}$ the first mode dominates. The shortfall starts at $\frac12$ and decays at rate $\pi^2/4$, so the last area is about $\frac12(4/\pi^2)\simeq0.20$. The equation then makes the early area about $0.38+0.20-0.50=0.08$. The slow tail outweighs the early arrival by about 0.12, which is the separation of the two delays in units of $RC$.

The spread is substantial too. Expanding the transform,

$$
H(s)=1-\frac s2+\frac{5s^2}{24}-\cdots,
$$

and comparing with $1-s\langle\tau\rangle+s^2\langle\tau^2\rangle/2-\cdots$, gives $\langle\tau^2\rangle=5/12$. The variance is $5/12-1/4=1/6$, so the standard deviation is $0.41\,RC$. At the Elmore time the far end stands at 63% of the step.

**Q.** If a sense circuit responds at a threshold, what use is the mean?

**A.** It gives the lag under a slow, steady ramp. Let the input be $\tau$, starting at zero. Superposing small steps gives the output $\int_0^\tau v(1,\tau')\,d\tau'$. The input minus the output is $\int_0^\tau w(1,\tau')\,d\tau'$, which tends to $\frac12$. In time units, the far end finally trails the ramp by $RC/2$; the lag is within 1% of this value once the ramp has lasted $2RC$.

For a sharp step, the half-voltage time is the relevant one if the threshold is half the step. Replacing the line by a single exponential with time constant $RC/2$ gives $v=1-e^{-2\tau}$ and a half-voltage delay of $(\ln2)/2=0.347$. That is 8.5% below the distributed-line value. The replacement keeps the mean but changes the waveform.

**Q.** You assumed a perfect driver and a continuous line. Do the formulas survive a real driver and separate cells?

**A.** The Elmore delay extends easily. Let the driver have resistance $R_d$. The voltage across it equals $R_d$ times the current entering the line, so in scaled form $w(0,\tau)=(R_d/R)\,w_\xi(0,\tau)$. Integrating over time gives $T(0)=(R_d/R)T'(0)$. The earlier result $T'(0)=1$ is unchanged, hence

$$
t_{\mathrm{E}}=R_dC+\frac{RC}{2}.
$$

When $R_d\gg R$, the line charges almost uniformly as one capacitor. Its Elmore delay tends to $R_dC$ and its half-voltage delay to $(\ln2)R_dC$. The coefficient 0.379 therefore belongs to the opposite limit, $R_d\ll R$.

Now divide the line into $N$ equal cells, each with resistance $R/N$ followed by capacitance $C/N$. Resistor $j$ feeds $N-j+1$ capacitors. Summing resistance times downstream capacitance gives

$$
t_{\mathrm E}=\sum_{j=1}^{N}\frac RN\,\frac{C(N-j+1)}N
=\frac{RC}{N^2}\frac{N(N+1)}2
=\frac{RC}{2}\left(1+\frac1N\right).
$$

**Q.** Put this into a hafnia memory. What delay should I expect?

**A.** Consider an array with one access transistor and one hafnia capacitor per cell, in the 130 nm class. The word line is silicided polysilicon and forms the transistor gates, so in this model the properties of the hafnia do not enter its delay. I assume no metal strap in parallel with the polysilicon; such a strap would lower the resistance and the delay. These inputs are rough typical values, not data for a particular product: 512 cells at 0.60 µm pitch, gate length 0.25 µm, active width 0.30 µm, sheet resistance 8 Ω per square, gate oxide 5 nm, wire capacitance 0.15 fF/µm and a 2.5 V step.

The length is $512\times0.60=307.2$ µm. The line width equals the gate length, so

$$
R=8\,\Omega\times\frac{307.2}{0.25}=9.83\ \mathrm{k}\Omega .
$$

The parallel-plate formula with relative permittivity 3.9 gives 0.518 fF per gate. It leaves out fringe fields. For an isolated gate 150 to 250 nm high, embedded in oxide above a flat grounded surface, two-dimensional electrostatics adds about 0.07 fF per gate, roughly 12% of the line's capacitance and delays; part of this may already be contained in the wire term, which is applied to the whole pitch. It also leaves out depletion in the polysilicon, which acts the other way: for a gate doping of $10^{20}$ cm⁻³ a classical MOS model gives about 0.92 of the parallel-plate value at 2.5 V. The wire adds $0.15\times0.60=0.090$ fF. Thus

$$
C=512\times(0.518+0.090)\ \mathrm{fF}=311\ \mathrm{fF},
\qquad RC=3.06\ \mathrm{ns}.
$$

The half-voltage delay is $0.379\times3.06=1.16$ ns, and the Elmore delay is 1.53 ns. For 90% of the step, the first mode gives $(4/\pi^2)\ln(40/\pi)\,RC=1.03\,RC$, or 3.16 ns. A circuit that needs nearly the full gate voltage must wait much longer than the half-voltage delay.

**Q.** Real gates do not have constant capacitance. Does that spoil the nanosecond figure?

**A.** It changes the figure but leaves its order of magnitude. Below threshold the channel is not fully formed and the gate capacitance is smaller. As a simple model, let it rise smoothly from 40% to 100% of its full value around 0.7 V, with a logistic width parameter of 0.1 V and the channel held at ground. The diffusion equation then has $c(V)$ in place of $c$. Solving it by finite differences with 100 nodes and an implicit time integrator gives a half-voltage delay of 0.93 ns, 20% below the constant-capacitance result. The 40% and the shape of the curve are assumptions, so this is a size, not a prediction for a given transistor. A classical MOS capacitance curve with the same oxide and a 0.7 V threshold dips to about 30% and gives about 0.8 ns, some 30% below the constant-capacitance result.

Other changes, each made alone to the constant-capacitance line, are as follows.

- A 500 Ω driver adds $500\,\Omega\times311\,\mathrm{fF}=0.16$ ns to the Elmore delay. Diagonalizing the 512-cell network gives an added half-voltage delay of 0.12 ns. Both are about 10% of their ideal-driver values.
- Heating from 25 to 85 °C, with an assumed resistance coefficient of 0.003 per kelvin and fixed capacitance, raises both delays by 18%.
- A linear input edge lasting 0.5 ns adds 8 ps to the half-voltage delay, measured from the middle of the edge. This follows from averaging the step response over the edge.
- Separate cells add $RC/(2N)=3$ ps to the Elmore delay.

With these rough inputs the delay is thus about a nanosecond; its third digit has no predictive value for a device.

**Q.** And the inductance and leakage you dropped at the start?

**A.** For an assumed inductance of 1 pH/µm, the total is 307 pH. The time of flight is $\sqrt{L_{\mathrm{tot}}C}=9.8$ ps, below 1% of the half-voltage delay. Before this flight time the diffusion model predicts a tiny signal that no wave could yet have delivered, and it stays too high for several flight times: by about 10% at six flight times, when the far end is still below $10^{-6}$ of the step. Including the inductance shifts the half-voltage delay by less than 0.01 ps.

Putting the whole 2.5 V across 5 nm of oxide gives an upper estimate of 5 MV/cm for the field, against a rough breakdown scale of 10 MV/cm for good oxide. A WKB tunnelling estimate, with a 3.1 eV barrier and an effective mass of 0.42 electron masses, gives roughly $10^{-12}$ to $10^{-10}$ A/cm², depending on how the prefactor and the supply of electrons at the interface are modelled. If the total leakage current $I_L$ is spread evenly, the current at $\xi$ is $I_L(1-\xi)$, so the far-end drop is $I_LR/2$. Here that is below $10^{-12}$ V. Leakage through defects is outside this estimate.

**Q.** Can I use the same result for the plate line, which drives the ferroelectric capacitors themselves?

**A.** Not with a constant capacitance. Take a 10 nm hafnia film with relative permittivity 30 and remanent polarization $P_r=20$ µC/cm², again rough values. At 2.5 V its linear charge is

$$
\frac{30\,\varepsilon_0\times2.5\ \mathrm V}{10\ \mathrm{nm}}
=6.6\ \mu\mathrm{C/cm^2}.
$$

Full reversal adds $2P_r=40$ µC/cm², six times as much. A cell already polarized in the driven direction does not require that reversal charge. The load therefore depends on the stored data, and on the switching kinetics as well. The word line escapes this direct load because it drives access-transistor gates.

**Q.** If 1.16 ns is too slow, what does the solution say I should change?

**A.** At fixed pitch and cross-section, $R$ and $C$ both grow with the number of cells. Halving the number of cells on a line therefore divides both delays by four, provided the driver resistance remains negligible. With the 500 Ω driver considered above, the factor is about 3.7.

Driving the full line from both ends has the same effect. With identical, simultaneous, ideal drivers, symmetry makes the current vanish at the middle. Each half is then an open-ended line with resistance $R/2$ and capacitance $C/2$, whose product is $RC/4$. The slowest point is the middle, and its half-voltage delay is $1.16/4=0.29$ ns for these parameters. Driver resistance and a timing difference between the two ends would reduce that gain.

Numerical values quoted here were computed with a short program.
